# Universal Optical Absorption of Undoped Free-Standing Graphene from Fermi's Golden Rule

## The situation

A suspended sheet of graphene is one atom thick, yet it removes a measurable part of the light that crosses it, roughly 2.3 percent in the visible. For an ordinary film the absorbed fraction depends on thickness, wavelength and material constants. For electrons on a Dirac cone all of these drop out, and the fine-structure constant remains. The questions are why the electron velocity and the light frequency cancel, and how well the cancellation survives in a real band.

## Assumptions and statement

The sheet lies in the plane $z=0$ in vacuum. Near one of its two Dirac points the electrons obey

$$H_0=v\,\boldsymbol\sigma\cdot\mathbf p,\qquad \varepsilon_\pm=\pm\hbar v k ,$$

where $\boldsymbol\sigma$ acts on the two sublattice amplitudes and $\mathbf p=\hbar\mathbf k$ is measured from the Dirac point. Near the other Dirac point the term $\sigma_xp_x$ has the opposite sign, with the same energies. Spin and valley give a degeneracy of 4. The electrons are independent, the lower cone is full and the upper one empty. The electron charge is $-e$ with $e>0$. The light arrives along $z$ with electric field $E_0\cos\omega t$ along $x$, so its intensity is $I=\tfrac12\varepsilon_0cE_0^2$.

**Theorem.** Under these assumptions, to first order in $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, the absorbed fraction of the incident power is

$$\mathcal A=\frac{e^2}{4\varepsilon_0\hbar c}=\pi\alpha\approx 2.29\ \text{percent},$$

independent of $\omega$, $v$ and polarization.

"First order" means that the field acting on the electrons is taken equal to the incident field. A proposition below removes this restriction.

## Three lemmas

**Lemma 1 (coupling).** The part of the perturbation that raises the electron energy by $\hbar\omega$ is $\sigma_x e^{-i\omega t}$ times a constant of modulus

$$C=\frac{evE_0}{2\omega}.$$

*Proof.* From $E=-dA/dt$ the vector potential is $A_x=-(E_0/\omega)\sin\omega t$. For charge $-e$, $\mathbf p$ becomes $\mathbf p+e\mathbf A$. Since $H_0$ is linear in $\mathbf p$, there is no $A^2$ term:

$$V=ev\sigma_xA_x=-\frac{evE_0}{\omega}\sigma_x\sin\omega t=\frac{evE_0}{2i\omega}\,\sigma_x\left(e^{-i\omega t}-e^{i\omega t}\right).$$

The term in $e^{-i\omega t}$ drives absorption, the other stimulated emission. $\square$

At normal incidence the field is uniform over the sheet. It therefore conserves $\mathbf k$, and each transition goes vertically from the lower to the upper cone.

**Lemma 2 (matrix element).** If $\mathbf k$ makes the angle $\varphi$ with $x$, then $|\langle +|\sigma_x|-\rangle|^2=\sin^2\varphi$, with angular mean $\tfrac12$.

*Proof.* The eigenvectors are $|\pm\rangle=(1,\pm e^{i\varphi})/\sqrt2$. Because $\sigma_x$ exchanges the two components,

$$\langle+|\sigma_x|-\rangle=\tfrac12\left(-e^{i\varphi}+e^{-i\varphi}\right)=-i\sin\varphi .$$

In the other valley $\sigma_xp_x$ changes sign, which replaces $\varphi$ by $\pi-\varphi$ and leaves $\sin^2\varphi$ unchanged. $\square$

Similarly $\langle+|\sigma_y|-\rangle=i\cos\varphi$. For a unit polarization vector $(n_x,n_y)$, possibly complex, the squared element is $|n_y\cos\varphi-n_x\sin\varphi|^2$. The cross terms contain $\sin\varphi\cos\varphi$ and average to zero, so the mean is again $\tfrac12$. For linear polarization, absorption is strongest for electrons moving across the field, and none occurs for those moving along it. For circular polarization the squared element is $\tfrac12$ in every direction.

**Lemma 3 (density of pairs).** The number of vertical pairs per area and per pair energy, at energy $\hbar\omega$, is

$$D=\frac{\omega}{2\pi\hbar v^2}.$$

*Proof.* A ring of radius $k$ and width $dk$ holds $4\cdot2\pi k\,dk/(2\pi)^2=(2/\pi)k\,dk$ states per area. The pair energy is $\mathcal E=2\hbar vk$, so $k=\mathcal E/(2\hbar v)$ and $dk=d\mathcal E/(2\hbar v)$. Hence $D=\mathcal E/(2\pi\hbar^2v^2)$, and $\mathcal E=\hbar\omega$ gives the result. $\square$

## Proof of the theorem

After a time $T$, first-order perturbation theory gives a pair at $\mathbf k$ the excitation probability

$$P_{\mathbf k}=\frac{C^2\sin^2\varphi}{\hbar^2}\left[\frac{\sin(\Delta T/2)}{\Delta/2}\right]^2,\qquad \Delta=\frac{2\hbar vk-\hbar\omega}{\hbar}.$$

The square bracket, squared, is a peak in $\Delta$ of area $2\pi T$. When $\omega T\gg1$ it is narrow compared with the scale on which $D$ varies, and it acts as $2\pi T\,\delta(\Delta)=2\pi\hbar T\,\delta(2\hbar vk-\hbar\omega)$. This is Fermi's golden rule. It also requires $CT/\hbar\ll1$, so that few pairs are excited. Each $\mathbf k$ has a single final state; the continuum comes from the many initial $\mathbf k$. The tails of the peak fall only as $\Delta^{-2}$ while $D$ grows with energy, so their sum depends logarithmically on the energy at which the band ends. In the tails the term in $e^{i\omega t}$ is as large as the resonant one; with it the logarithm vanishes when $\sin\omega T=0$ and doubles when $\sin^2\omega T=1$. In a band of finite width this part stays bounded as $T$ grows, and it drops out of the rate.

Summing over pairs with Lemmas 2 and 3 gives the number of transitions per area and time:

$$W=\frac{2\pi}{\hbar}\,C^2\cdot\frac12\cdot D
=\frac{2\pi}{\hbar}\cdot\frac{e^2v^2E_0^2}{4\omega^2}\cdot\frac12\cdot\frac{\omega}{2\pi\hbar v^2}
=\frac{e^2E_0^2}{8\hbar^2\omega}.$$

Each transition takes $\hbar\omega$ from the light, so the absorbed power per area is $\hbar\omega W=e^2E_0^2/(8\hbar)$. Division by the incident intensity gives

$$\mathcal A=\frac{e^2E_0^2/(8\hbar)}{\varepsilon_0cE_0^2/2}=\frac{e^2}{4\varepsilon_0\hbar c}=\pi\alpha .\qquad\square$$

The velocity cancels because a faster electron couples more strongly, $C^2\propto v^2$, while a steeper cone has fewer states, $D\propto v^{-2}$. This needs an isotropic cone: with velocities $v_x\neq v_y$, light polarized along $x$ is absorbed with the fraction $\pi\alpha\,v_x/v_y$. The frequency cancels because $C^2\propto\omega^{-2}$, $D\propto\omega$ and the energy per transition is $\propto\omega$.

A sheet of real conductivity $\sigma_0$ absorbs $\tfrac12\sigma_0E_0^2$ per area. Comparison gives $\sigma_0=e^2/(4\hbar)\approx60.9\ \mu\text{S}$, and $\pi\alpha=\sigma_0/(\varepsilon_0c)$.

## The sheet's own radiation

**Proposition 1.** For a sheet of real conductivity $\sigma_0$, with $a=\sigma_0/(\varepsilon_0c)=\pi\alpha$, the transmitted, reflected and absorbed fractions are

$$\mathcal T=\frac1{(1+a/2)^2},\qquad \mathcal R=\frac{a^2/4}{(1+a/2)^2},\qquad \mathcal A=\frac{a}{(1+a/2)^2}.$$

*Proof.* Let $r$ and $\tau$ be the reflected and transmitted field amplitudes relative to the incident one. The tangential electric field is continuous, $1+r=\tau$. The magnetic field jumps by the sheet current; with $H=\varepsilon_0cE$ for each wave and a minus sign for the reflected one, this reads $1-r-\tau=a\tau$. Inserting $r=\tau-1$ gives $2-2\tau=a\tau$, so $\tau=1/(1+a/2)$ and $r=-(a/2)\tau$. The sheet absorbs $\tfrac12\sigma_0\tau^2E_0^2$, which is the fraction $a\tau^2$. The three fractions add to $\tau^2(1+a+a^2/4)=1$. $\square$

Numerically $\mathcal T=97.75$, $\mathcal R=0.013$ and $\mathcal A=2.24$ percent. The field at the sheet is slightly weaker than the incident field, which lowers the absorption by a fraction of about $\pi\alpha$ of its first-order value, or 0.05 percentage point.

## Temperature and doping

With occupations $f_-$ and $f_+$ of the lower and upper state, absorption is weighted by $f_-(1-f_+)$ and stimulated emission by $f_+(1-f_-)$. The first-order fraction is therefore multiplied by the difference, $f_--f_+$. In the undoped cone model the chemical potential stays at the Dirac point, because the two cones are mirror images in energy. With $y=\hbar\omega/(2k_BT)$, where $T$ is now the temperature,

$$f_--f_+=\frac1{e^{-y}+1}-\frac1{e^{y}+1}=\frac{e^y-1}{e^y+1}=\tanh\frac{\hbar\omega}{4k_BT}.$$

The universal value thus needs $\hbar\omega\gg k_BT$. At 300 K the factor is 0.75 for 0.1 eV photons, and it tends to zero with $\omega$. It describes interband transitions only. In a real sheet, scattering also lets thermally excited or doped carriers absorb light within their own band. That part is left out here, and at low photon energy it can exceed the interband part. For doped graphene at low temperature, interband absorption vanishes when $\hbar\omega<2|E_F|$, because the two states are then both full or both empty.

## The real band is not a cone

Take nearest-neighbour hopping $\gamma$ on a honeycomb lattice of bond length $d$. The band energies are $\pm\varepsilon$ with $\varepsilon=\gamma|f|$ and $f=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$, where $\boldsymbol\delta_j$ are the three bonds.

**Proposition 2.** In this model the first-order absorbed fraction is

$$\mathcal A=\pi\alpha\left[1+\left(\frac{\hbar\omega}{3\gamma}\right)^2+\dots\right].$$

*Proof.* Write $f=|f|e^{i\Phi}$. The Hamiltonian is $\varepsilon$ times a unit vector, turned by $\Phi$, dotted into $\boldsymbol\sigma$. Its derivative along $x$ has a part $\propto\partial_x\varepsilon$, diagonal in the bands, and a perpendicular part whose interband element has modulus $\varepsilon|\partial_x\Phi|$. This replaces $\hbar v|\sin\varphi|$. Terms in $A^2$ affect the rate only beyond order $E_0^2$ and are dropped.

Let $q,\theta$ be polar coordinates about a Dirac point. Threefold symmetry replaces $(\partial_x\Phi)^2$ by $\tfrac12|\nabla\Phi|^2$ on integration. At fixed $\varepsilon=\hbar\omega/2$ the energy delta function turns $q\,dq$ into $q/(\partial\varepsilon/\partial q)$, up to a constant. For the cone, $q\,\varepsilon^2|\nabla\Phi|^2/(\partial\varepsilon/\partial q)=\varepsilon$, so division by this value gives

$$\frac{\mathcal A}{\pi\alpha}=\left\langle\frac{q^2|\nabla\Phi|^2}{\partial\ln\varepsilon/\partial\ln q}\right\rangle_\theta .$$

Put $x=qd$ and measure angles from one bond, so the bonds lie at $\theta_j=2\pi j/3$. At one Dirac point the bond phases are $e^{i\theta_j}$; the other gives the same average by time reversal. Expanding $e^{ix\cos(\theta-\theta_j)}$ to third order and summing over $j$,

$$f=\frac{3i}{2}xe^{i\theta}\left[1+\frac{ix}{4}e^{-3i\theta}-\frac{x^2}{8}\right].$$

The first term gives $\varepsilon=\tfrac32\gamma dq$, so $\hbar v=\tfrac32\gamma d$. With $s=\sin3\theta$ and $c=\cos3\theta$, the logarithm of $f$ to second order has real and imaginary parts

$$\ln|f|=\ln\frac{3x}2+\frac{xs}4-\frac{x^2}8+\frac{x^2}{32}\cos6\theta,$$

$$\Phi=\text{const}+\theta+\frac{xc}4-\frac{x^2}{32}\sin6\theta .$$

The denominator is therefore $1+\frac{xs}4-\frac{x^2}4+\frac{x^2}{16}\cos6\theta$. The numerator, $(x\partial_x\Phi)^2+(\partial_\theta\Phi)^2$ with $\partial_x$ now the derivative in $x=qd$, is

$$1-\frac{3xs}2+x^2\left(\frac{9s^2}{16}+\frac{c^2}{16}-\frac38\cos6\theta\right).$$

Their quotient to second order is

$$1-\frac74xs+x^2\left(s^2+\frac{c^2}{16}+\frac14-\frac7{16}\cos6\theta\right).$$

On the contour of fixed energy, $x=x_0(1-x_0s/4+\dots)$ with $x_0=2\varepsilon/(3\gamma)=\hbar\omega/(3\gamma)$. The linear term then contributes $\frac7{16}x_0^2s^2$, with mean $\frac7{32}x_0^2$. The bracket has mean $\frac12+\frac1{32}+\frac14=\frac{25}{32}$. The sum is $x_0^2$. $\square$

Frequency independence thus holds for the cone and not for the full honeycomb band. It is not peculiar to a linear dispersion: a parabolic band touching with off-diagonal element $\propto(k_x-ik_y)^2$ and the same degeneracy absorbs $2\pi\alpha$ at every frequency. The expansion is useful well below $\hbar\omega=2\gamma$, the energy at which saddle points of the band make the absorption of independent electrons singular. In that range the lattice raises the absorption as the photon energy grows.

## Worked example: green light on a suspended sheet

Let light of 550 nm and 1 kW/cm² fall on graphene with the rough values $\gamma=3.0$ eV and $d=0.142$ nm. Then $\hbar\omega=2.254$ eV and

$$\hbar v=1.5\times3.0\times0.142=0.639\ \text{eV nm},$$

which is $v=9.7\times10^5$ m/s. The intensity corresponds to a peak field $E_0=8.68\times10^{-4}$ MV/cm, or $8.68\times10^{-5}$ V/nm. The coupling and the density of pairs are

$$C=\frac{0.639\times8.68\times10^{-5}}{2\times2.254}=1.23\times10^{-5}\ \text{eV},$$

$$D=\frac{2.254}{2\pi\times0.639^2}=0.879\ \text{eV}^{-1}\text{nm}^{-2}.$$

The golden rule $W=\pi C^2D/\hbar$ gives $6.35\times10^{19}$ pairs per cm² and second. At 2.254 eV each, they take up 22.9 W/cm², which is 2.29 percent of 1 kW/cm².

For the lattice band, numerical integration over the contour $\varepsilon=\hbar\omega/2$ gives these first-order fractions:

| Photon energy (eV) | Absorbed (percent) |
|---|---|
| 0.5 | 2.30 |
| 1.0 | 2.32 |
| 1.5 | 2.36 |
| 2.254 | 2.45 |
| 3.0 | 2.60 |

At 550 nm the excess over $\pi\alpha$ is 6.9 percent of $\pi\alpha$. Proposition 2 accounts for $(2.254/9.0)^2=6.3$ percent, and higher orders supply the rest. These digits belong to $\gamma=3.0$ eV; with $\gamma=2.7$ eV the entries at 2.254 and 3.0 eV become 2.49 and 2.68 percent, and the excess at 550 nm becomes 8.7 percent. For the undoped sheet at this wavelength, it is the largest of the corrections computed here. Using the lattice value for $a$ in Proposition 1 gives 2.39 percent. That step takes the conductivity as real; in the cone model, a reactive part as large as $\sigma_0$ would change the absorbed fraction by less than 0.001 percentage point.

Thermal occupation and saturation hardly matter in this case, provided the sheet stays near room temperature. At 300 K the thermal loss $1-\tanh(\hbar\omega/4k_BT)$ is about $2\times10^{-19}$. If excited pairs leave their states in a rough time $\tau_r=100$ fs, $W\tau_r$ pairs share about $D\hbar/\tau_r$ states, a filling of about $10^{-5}$.

## Beside the real sheet

The hopping and bond length used here are typical of graphene, and the resulting 2.4 percent lies near, and a little above, the rough measured size of 2.3 percent. A transmission measurement gives $1-\mathcal T$, which in the lattice model at 550 nm is 2.41 percent for $\gamma=3.0$ eV and 2.45 percent for $\gamma=2.7$ eV. Doping, if present, changes the result at low photon energy. For a Fermi level 0.2 eV from the Dirac point, a rough value, the low-temperature threshold is 0.4 eV. At 300 K, with that level held fixed, the occupation factor at 0.3 eV is 0.13, so most interband absorption there is lost, while the change at 550 nm is negligible. A substrate alters the field at the sheet, so Proposition 1 does not apply to supported graphene.

The least controlled assumption is that of independent electrons. The ratio of Coulomb to kinetic energy, $e^2/(4\pi\varepsilon_0\hbar v)$, is 2.25 for this $v$ in vacuum. It is not small, so weak coupling cannot justify the theorem. Excitonic and other interaction effects are left out of every number computed above, and their size is not estimated here.
